Operator ordering and discretisation of a four-band Luttinger quantum well

**Definitions and conventions**

The growth axis is z, the in-plane wavevector k points along [100], and kz = −i∂, with ∂ = d/dz. Hole energy is positive downward from the valence edge of the well. The envelope u has four components, the states of angular momentum J = 3/2 with Jz = 3/2, 1/2, −1/2, −3/2: heavy holes (HH) are ±3/2, light holes (LH) ±1/2. With U₀ = ħ²/2m₀ = 38.10 meV nm², a uniform layer with Luttinger parameters γ1, γ2, γ3 has

H = U₀[Qzz kz² − 2γ3 k kz(JxJz + JzJx) + k²Q0] + V,
Qzz = γ1 + (5/2)γ2 − 2γ2Jz²,
Q0 = γ1 + (5/2)γ2 − 2γ2Jx².

Since Jz² is 9/4 or 1/4, Qzz is γ1 − 2γ2 for HH and γ1 + 2γ2 for LH.

The example is a 10 nm well W between barriers B, each 8 nm thick and closed by a hard wall. The parameters (γ1, γ2, γ3) are (11.0, 4.2, 4.9) in W and (5.1, 1.6, 2.1) in B; V is 0 in W and 350 meV in B. The interfaces are abrupt. In a layered structure the γ's depend on z and no longer commute with kz, so the bulk formula does not yet define an operator.

**What goes wrong with the naive scheme**

The naive scheme multiplies each finite-difference derivative by the local parameter, as in γ(z)kz². The adjoint of this operator is kz²γ(z), which differs from it wherever γ varies. At k = 0.3 nm⁻¹ and mesh 0.1 nm, the largest element of H − H† is 0.143 of the largest element of H.

The boundary condition is wrong too. Take HH at k = 0 and write g = γ1 − 2γ2, which is 2.6 in W and 1.9 in B. Dividing −U₀gψ″ + Vψ = Eψ by g shows that ψ″ is finite, so ψ′ is continuous. The current, proportional to g Im(ψ*ψ′), then jumps with g. If the term is instead kz g kz, the equation contains (gψ′)′, and gψ′ is continuous, as is the current.

For the even ground state, ψ = cos qz inside and a decaying exponential of rate κ outside. Continuity of ψ and gψ′ at half the width L gives

g_W q tan(qL/2) = g_B κ,
q² = E/(U₀g_W), κ² = (350 meV − E)/(U₀g_B).

The root is HH1 = 7.73 meV. Without the factors g_W and g_B in the first line the root is 8.21 meV. The naive grid gives 8.19 meV at 0.1 nm: it approaches the wrong root, 6% too high, and refinement does not help.

**Why a Hermitian matrix is not enough**

Putting Qzz between two kz settles the quadratic term. The term linear in kz remains open: γ3kz can become (γ3kz + kzγ3)/2, but other Hermitian choices have the same bulk limit. The choice must come from the origin of the γ's.

Start from the valence orbitals X, Y, Z with envelopes u_b. A remote band r at energy E_r couples to them through P t_jb k_j, where t is a real coefficient table. Its envelope obeys

(E_r − E)φ_r + P Σ t_jb k_j u_b = 0.

Solving for φ_r and inserting it into the valence equation places the z-dependent factor 1/(E_r − E) between the two wavevectors. Here E is replaced by the valence energy and the kinetic energy of φ_r is neglected. In hole sign, and in units of U₀,

H_ab = −k²_tot δ_ab + Σ_r Σ_ij k_i t_ia w_r t_jb k_j,

where k²_tot is the squared three-dimensional wavevector. The weight w_r = P²/[U₀(E_r − E_v)] is positive for bands above the valence edge, and the first term is the free-electron energy with its sign reversed.

Keep three kinds of remote band: s-like, t = δ_ia; p-like, t = |ε_lia| for l = x, y, z; e-like, t = diag(−1,−1,2)/√6 and diag(1,−1,0)/√2. The f-like bands are neglected. Reading off coefficients:

k_a…k_a in H_aa: L = −1 + w_s + (2/3)w_e
k_b…k_b in H_aa, b ≠ a: M = −1 + w_p
k_a…k_b in H_ab: n₊ = w_s − w_e/3
k_b…k_a in H_ab: n₋ = w_p = M + 1

For the e-like bands, 1/6 + 1/2 = 2/3 and 1/6 − 1/2 = −1/3. Hence H_ab = k_a n₊ k_b + k_b n₋ k_a for a ≠ b. This is the Burt–Foreman ordering. The bulk fixes L = γ1 + 4γ2, M = γ1 − 2γ2 and n₊ + n₋ = N = 6γ3. As a check, along z the heavy hole has M, and the light hole, two thirds Z, has (2L + M)/3 = γ1 + 2γ2.

**Projection on the four bands**

The J = 3/2 states used are

|3/2⟩ = −(X + iY)↑/√2
|1/2⟩ = −(X + iY)↓/√6 + √(2/3) Z↑
|−1/2⟩ = (X − iY)↑/√6 + √(2/3) Z↓
|−3/2⟩ = (X − iY)↓/√2.

With k along x, H_XZ = k(n₊kz + kz n₋) and H_ZX = k(kz n₊ + n₋kz), while the YZ elements vanish. Between |3/2⟩ and |1/2⟩ the spin-up parts contribute

−(1/√2)√(2/3) H_XZ = −(k/√3)(n₊kz + kz n₋).

Between |1/2⟩ and |−1/2⟩ both spin parts contribute:

(1/3)(H_ZX − H_XZ) = (k/3)[kz, n₊ − n₋].

This vanishes in the bulk but not at an interface. Set m = n₊ − n₋, so that n± = 3γ3 ± m/2, and write the linear term as k(G kz + kz G†). The elements above, with those obtained likewise for the other pairs, combine into

G = −γ3(JxJz + JzJx) − i(m/3)Jy.

For example, G₁₂ = −√3γ3 − m/(2√3) = −n₊/√3, because (Jy)₁₂ = −i√3/2. The m part can be isolated with [kz, m] = −i m′:

k[−i(m/3)Jy kz + kz i(m/3)Jy] = (ik/3)Jy[kz, m] = (k/3)Jy m′(z).

The ordering is therefore an interface potential proportional to k, with opposite signs for opposite Jy. A constant added to m in all layers has no effect. The Burt–Foreman value is

m_BF = N − 2(M + 1) = 6γ3 − 2(1 + γ1 − 2γ2),

which is 29.4 − 7.2 = 22.2 in W and 12.6 − 5.8 = 6.8 in B. To measure sensitivity, put m = λm_BF: λ = 1 is Burt–Foreman, λ = 0 symmetrised, λ = −1 reversed. All three are Hermitian and share the same bulk bands.

**The discrete operator**

The discrete scheme should keep the operator products in order. Store amplitudes on nodes and material parameters in the cells between them, with interfaces on nodes. In the cell between nodes j and j+1,

Du = (u_{j+1} − u_j)/h, Au = (u_{j+1} + u_j)/2.

Replacing each kz by −iD, and its adjoint by iDᵀ, gives

H_h = U₀{DᵀQzzD + k[AᵀG(−iD) + (iDᵀ)G†A] + k²Q0} + V,

where Q0 and V at a node are averages over its two cells. The first term is symmetric and the two terms in square brackets are adjoints of each other, so H_h is Hermitian for any profile.

The m part of one cell's quadratic form is

−(km/3)[(Au)†Jy(Du) + (Du)†Jy(Au)] = −(km/3h)[u†_{j+1}Jy u_{j+1} − u†_jJy u_j],

because the mixed products of u_j and u_{j+1} cancel. Summed over cells of equal m, this telescopes to zero inside a layer. A step leaves one nodal term, k(m_right − m_left)Jy/(3h), which is the discrete delta function of (k/3)Jy m′. The grid thus adds no ordering error of its own.

**Convergence of the subbands**

A grid-free reference follows from the same ordering. Collect everything that stands to the right of a leading kz:

F = Qzz kz u + kG†u.

Since kzF must be finite, F is continuous, as is u. Within each layer

kz u = Qzz⁻¹(F − kG†u),
kz F = −kG kz u − [k²Q0 + (V − E)/U₀]u.

Four solutions decay into each barrier. Carrying the left set through the well and requiring it to share a vector with the right set fixes E. This reference has infinitely thick barriers.

At k = 0.3 nm⁻¹ the three lowest subbands, each doubly degenerate, are in meV:

h = 0.40 nm: 19.205, 34.523, 69.135
h = 0.10 nm: 18.866, 33.993, 67.913
h = 0.05 nm: 18.848, 33.966, 67.849
matching: 18.842, 33.957, 67.827

Relative to matching, the error of the first subband falls from 0.36 meV to 0.006 meV. Between the two finest meshes the observed orders are 1.996, 1.997 and 1.996, as expected of centred differences with interfaces on nodes. Extrapolation with (4E_{0.05} − E_{0.10})/3 agrees with matching to about 0.0001 meV. That is numerical accuracy; the model deserves far fewer digits.

**What the ordering changes in the spectrum**

At k = 0 the interface term vanishes and the levels do not depend on λ: HH1 = 7.7, HH2 = 30.9, LH1 = 35.5 meV. For small k, second-order perturbation theory gives E = E_HH1 + U₀k²(m₀/m*), with

m₀/m* = ⟨γ1 + γ2⟩ + U₀ Σ_l |⟨l|S|HH1⟩|²/(E_HH1 − E_l),
S = −(1/√3)(n₋kz + kz n₊).

The average is the HH element of Q0, and l runs over all LH states at k = 0. Two steps linear in k change Jz by at most 2, so they cannot connect 3/2 with its partner −3/2; the HH–LH elements of Q0 are already of order k² and enter only at k⁴. Every denominator is negative, so the coupling makes the hole heavier. The ordering enters through n₊ and n₋ in S.

The results for m* are 0.106 m₀ (λ = 1), 0.100 m₀ (λ = 0) and 0.096 m₀ (λ = −1). A direct difference quotient of the four-band energy at k = 0.003 nm⁻¹ was tested against the sum and agrees within 0.03 in m₀/m*.

These masses do not predict the order of energies at larger k. At k = 0.3 nm⁻¹ and h = 0.1 nm the first subband lies at 18.9, 17.5 and 15.0 meV for λ = 1, 0, −1 (each 0.02 to 0.04 meV above its converged value): the ordering with the lightest initial mass has the lowest energy. The parabola for λ = 1 would give 7.7 + 38.1 × 0.09 × 9.47 = 40.2 meV instead of 18.9 meV, so this k is far outside the parabolic range.

**When a false state enters the gap**

A negative hole energy lies in the gap of the well. With V ≥ 0 and stable bulk bands such a state is spurious. One safeguard is a sum of squares. Using the freedom in m, replace n₋ by M and n₊ by N − M in both layers of the Burt–Foreman operator. In the X, Y, Z form each pair a ≠ b then contributes M|k_a u_b + k_b u_a|², and the amplitudes k_a u_a contribute a matrix with L on the diagonal and N − M off it, whose eigenvalues are L − N + M (twice) and L + 2(N − M). If

M ≥ 0, L − N + M ≥ 0, L + 2(N − M) ≥ 0

in every layer, the energy cannot be negative at any k. For W the three numbers are 2.6, 1.0 and 81.4; for B they are 1.9, 0.8 and 32.9.

The bound survives on the mesh. The nodal average of u†Q0u exceeds its value for Au by (h²/4)(Du)†Q0(Du) in each cell, which is not negative, and the rest is the same form evaluated with Du and Au.

For λ = 0 no common constant makes the four-band form non-negative in both layers; for k along [100] the best minimum is −1.1, against +1.1 for λ = 1. This removes a guarantee without proving that a false state exists. A sharper criterion comes from a single interface, W at z > 0 and B at z < 0, in the spherical case γ2 = γ3 = γ.

Quantise J along y, with J± = Jz ± iJx. Then

kzJz + kJx = ½[(kz − ik)J₊ + (kz + ik)J₋].

The element of J₊² from −1/2 to 3/2 is 2√3, and (kz − ik)² = −(k + ∂)². With a = γ1 + γ, b = γ1 − γ and c = √3γ, the components u (Jy = 3/2) and v (Jy = −1/2) obey, at E = V = 0 within a layer,

a(k² − ∂²)u + c(k + ∂)²v = 0,
c(k − ∂)²u + b(k² − ∂²)v = 0.

For z > 0 one decaying solution is u = 0, v = e^(−kz), since both k² − ∂² and k + ∂ annihilate e^(−kz). The other is u = e^(−kz), v = s z e^(−kz). Using (k² − ∂²)z e^(−kz) = 2k e^(−kz), the second equation gives 4ck² + 2kbs = 0, so s = −2ck/b; the first holds because (k + ∂)² annihilates z e^(−kz).

For λ = 0 the quantities standing behind a leading ∂ are

R_u = −au′ + ckv + cv′, R_v = −bv′ − cku + cu′.

At z = 0 the first solution has R_u = 0 and R_v = bk. The second has R_v = 2ck − 2ck = 0 and

R_u = ak + cs = k(a − 2c²/b) = kd/(γ1 − γ), d = γ1² − 7γ².

Integration by parts shows that these are the energies, in units of U₀, per squared interface amplitude. Reflecting z exchanges the roles of u and v, so the barrier contributes ka to u and kd/(γ1 + γ) to v. Adding the interface term, with σ = (m_W − m_B)/2 at λ = 1, gives the stiffnesses divided by k:

Jy = 3/2: d_W/(γ1 − γ)_W + (γ1 + γ)_B + λσ
Jy = −1/2: (γ1 − γ)_W + d_B/(γ1 + γ)_B − λσ/3

The pair −3/2, 1/2 has k + ∂ and k − ∂ exchanged:

Jy = −3/2: (γ1 + γ)_W + d_B/(γ1 − γ)_B − λσ
Jy = 1/2: d_W/(γ1 + γ)_W + (γ1 − γ)_B + λσ/3

If one stiffness is negative, the corresponding solution is a trial function of negative energy and a gap state exists. If all are positive there is none: for γ1 > 2γ the energy of any function vanishing at the interface is not negative, so the solutions above minimise the energy at given interface amplitude. Without V the only length is 1/k, and the false energy is −const·U₀k². A barrier V > 0 delays its appearance to larger k.

With γ = (2γ2 + 3γ3)/5, which is 4.62 in W and 1.90 in B, d_W = −28.4 and σ = 7.7. The 3/2 stiffness is −28.4/6.38 + 7.0 + 7.7λ = 2.55 + 7.7λ and vanishes at λ = −0.331. The other zeros are −0.538, 2.059 and 2.527. A grid calculation of the interface response was tested against all four and agrees within 0.001. With the actual γ2 and γ3 it gives a safe window −0.43 < λ < 2.04 for k along [100]; along [110] it narrows to about −0.2 < λ < 2.0. Symmetrised ordering lies inside, reversed ordering outside.

The finite well agrees. Its lowest energies for λ = 1, 0, −1, at h = 0.1 nm, are 95, 82 and −12 meV at k = 1 nm⁻¹, and 826, 488 and −520 meV at 3 nm⁻¹. These values are not converged in the mesh: the limits for h → 0 are 95, 81 and −14 meV, and 819, 448 and −678 meV. The signs do not change. Such k are a stress test of the operator, beyond the range where a four-band expansion describes a crystal. They still matter numerically if a calculation admits them, for instance through a fine in-plane mesh.

The false state is no mesh artefact. At k = 3 nm⁻¹ its energy is −209, −520 and −635 meV for h = 0.2, 0.1 and 0.05 nm. The changes shrink, but by less than the factor 4 of settled second-order convergence, so the last value is not final; the limit for h → 0 is about −678 meV. The coarse mesh partly hides the fault, and refinement exposes it.

**The real case and the limits of the model**

The parameters are rough typical values for a lattice-matched InGaAs well between InP barriers. The largest omission at k = 0 among those sized here is the split-off band. A six-band calculation with rough splittings of 330 meV (well) and 110 meV (barrier) lowers LH1 by 2.6 meV, about 7%; at k = 0.3 nm⁻¹ it lowers the first subband by 0.4 meV. Turning k from [100] to [110] lowers that subband by 2.8 meV, so the direction must be stated. The γ's also depend on energy, which is neglected. In the well the scale is set by LH1 over the gap, about 5% for a rough gap of 740 meV. In the barrier the same state lies about 315 meV from the local valence edge, so with a rough gap of 1350 meV the weight w_s there changes by about 30%. In an estimate that rescales w_s alone, the change in the well lowers LH1 by about 0.7 meV and the change in the barrier raises it by about 2.1 meV; together they raise it by about 1.3 meV.

Real interfaces are neither abrupt nor perfectly placed. One extra monolayer, 0.29 nm, lowers HH1 by 0.4 meV. Replacing Burt–Foreman by symmetrised ordering lowers the first subband by 1.4 meV at k = 0.3 nm⁻¹ and by nothing at k = 0. Within this model, a luminescence line from the zone centre therefore cannot distinguish the orderings; a measurement sensitive to in-plane dispersion could, if width and composition were known well enough. At 300 K, kT = 25.9 meV exceeds the HH1–HH2 spacing of 23.2 meV, so holes in equilibrium occupy more than one subband. The barrier stands 13 kT above HH1. Strain, excitons, interface inversion asymmetry and many-body shifts are left out and have not been sized.

The remaining digits are in the numerical output below.

Computed results

```
hbar^2/2m0 = 38.0998 meV nm^2
well g1,g2,g3 = 11.0 4.2 4.9 ; barrier = 5.1 1.6 2.1
offset 350 meV, well 10 nm, each barrier 8 nm
m_BF: well 22.20, barrier 6.80
Hermiticity defect: ordered 2.4e-20, naive 0.143
k=0 transcendental: HH1 7.7305, LH1 35.5236 meV
k=0 grid 0.05 nm: HH1 7.7329, HH2 30.9062, LH1 35.5294 meV
naive HH1 8.190 meV (0.1 nm); psi'-continuous root 8.206 meV
Subbands 1,2,3 at k = 0.3 nm^-1 (meV):
  h = 0.40 nm: 19.2049 34.5231 69.1352
  h = 0.20 nm: 18.9360 34.1018 68.1673
  h = 0.10 nm: 18.8655 33.9932 67.9129
  h = 0.05 nm: 18.8477 33.9658 67.8485
  Richardson: 18.8417 33.9567 67.8270
  mode matching: 18.8417 33.9566 67.8269
  observed order: 1.996 1.997 1.996
Burt-Foreman: HH1 m0/m* = 9.469, m*/m0 = 0.1056
  E(k=0.3), h=0.1 nm (meV): 18.866 33.993 67.913
  best common form minimum = 1.092 (hbar^2/2m0)
symmetrised: HH1 m0/m* = 9.973, m*/m0 = 0.1003
  E(k=0.3), h=0.1 nm (meV): 17.454 32.971 67.302
  best common form minimum = -1.135 (hbar^2/2m0)
reversed: HH1 m0/m* = 10.443, m*/m0 = 0.0958
  E(k=0.3), h=0.1 nm (meV): 15.002 31.217 65.439
  best common form minimum = -3.812 (hbar^2/2m0)
spherical g: well 4.620, barrier 1.900
lambda thresholds, formula: -0.5381 -0.3308 2.0586 2.5269
lambda thresholds, numeric: -0.5386 -0.3312 2.0588 2.5272
lambda thresholds, cubic: -0.7613 -0.4255 2.0356 2.7539
cubic safe window: -0.4255 < lambda < 2.0356
Lowest energy (meV), h=0.1 nm: Burt-Foreman, symmetrised, reversed
  k = 1 nm^-1: 95.3 81.8 -11.8
  k = 2 nm^-1: 368.8 236.7 -222.1
  k = 3 nm^-1: 825.7 487.6 -520.0
  k = 4 nm^-1: 1422.6 867.1 -813.4
reversed, k=3 nm^-1, h=0.2,0.1,0.05 nm (meV): -209.3 -520.0 -634.8
rough split-off: well 330, barrier 110 meV
split-off shift: LH1(k=0) -2.616, subband 1(k=0.3) -0.437 meV
[110] minus [100], subband 1 at k=0.3: -2.779 meV
HH1 shift for +0.29 nm width: -0.384 meV
kT at 300 K = 25.85 meV; HH2-HH1 = 23.17 meV
(offset-HH1)/kT = 13.24
LH1/gap = 0.048 with rough gap 740 meV
```
